\section*{Thermal resistance of a hot sphere one phonon free path in radius}

\section{Problem}

A small heated region in a chip is modelled as a sphere of radius $a$ inside a large electrically insulating solid. The sphere is held at the uniform temperature $T_0+\Delta T$, and the solid is at $T_0$ far away. Heat leaves the sphere at the steady rate $Q$, and the thermal resistance is
\begin{equation}
R=\frac{\Delta T}{Q}.
\end{equation}

The solid is gray: all phonons have the same speed $v$ and the same free path $\Lambda$. Its heat capacity per volume is $C$. Scattering is isotropic and conserves energy. The surface of the sphere is black, which means that it absorbs every phonon that reaches it and emits the equilibrium distribution of the sphere temperature. There is no further interface resistance, and $\Delta T$ is small enough for $C$, $v$ and $\Lambda$ to be constant. The ratio
\begin{equation}
\mathrm{Kn}=\frac{\Lambda}{a}
\end{equation}
is the Knudsen number.

Fourier's law gives a resistance $R_F$ that is right for $\mathrm{Kn}\ll1$. A simple correction adds to it the resistance $R_B$ of the opposite, ballistic limit, as if the two were in series:
\begin{equation}
R_{\rm int}=R_F+R_B .
\label{eq:series}
\end{equation}

(a) Find $R_{\rm int}/R_F$ for a sphere whose radius equals the free path. (b) Decide how far this ratio can be trusted as a solution of the gray transport problem itself.

\section{First estimate by scaling}

With numerical factors dropped, Fourier's law gives a flux $k\,\Delta T/a$ through an area $a^2$, where $k$ is the conductivity. Hence $Q\sim ka\,\Delta T$ and $R_F\sim1/(ka)$. In the ballistic limit the excess energy density $C\Delta T$ leaves through the area $a^2$ at speed $v$, so $Q\sim a^2Cv\,\Delta T$ and $R_B\sim1/(a^2Cv)$. Kinetic theory gives $k\sim Cv\Lambda$. Therefore
\begin{equation}
\frac{R_B}{R_F}\sim\frac{ka}{a^2Cv}\sim\frac{\Lambda}{a}=\mathrm{Kn}.
\end{equation}
At $\mathrm{Kn}=1$ the two resistances are comparable, and the sum is roughly $2R_F$. Scaling cannot say whether the factor is nearer to 1.5 or to 3, because the dropped factors matter as much as the terms kept.

\section{Exact solution of the interpolated model}

\subsection{Transport equation and conductivity}

Let $g(\mathbf r,\mathbf s)$ be the temperature rise above $T_0$ that describes the phonons at $\mathbf r$ moving along the unit vector $\mathbf s$. Their excess energy density per solid angle is $Cg/4\pi$. The local temperature rise $\theta$ and the heat flux $\mathbf q$ are
\begin{equation}
\theta=\int g\,\frac{d\Omega}{4\pi},\qquad
\mathbf q=Cv\int \mathbf s\,g\,\frac{d\Omega}{4\pi}.
\end{equation}
Over a free path $g$ relaxes towards $\theta$, so in the steady state
\begin{equation}
\Lambda\,\mathbf s\cdot\nabla g=\theta-g .
\label{eq:bte}
\end{equation}
The angular average of the right side is zero, and hence $\nabla\cdot\mathbf q=0$: scattering conserves energy.

For a uniform gradient, $\theta=\theta_0+Gx$, let $\mu$ be the cosine between $\mathbf s$ and the $x$ axis and try
\begin{equation}
g=\theta_0+Gx-\Lambda G\mu .
\end{equation}
The left side of (\ref{eq:bte}) is $\Lambda\mu G$, and so is $\theta-g$. The angular average of $g$ is $\theta$, as required. In the flux the isotropic part cancels, which leaves
\begin{equation}
q=-Cv\Lambda G\,\frac12\int_{-1}^{1}\mu^2\,d\mu
=-\frac{Cv\Lambda}{3}\,G ,
\qquad\text{so}\qquad k=\frac{Cv\Lambda}{3}.
\label{eq:k}
\end{equation}

\subsection{Diffusive limit}

For $\Lambda\ll a$ Fourier's law holds throughout the solid. The same heat crosses every concentric shell, so $Q=-4\pi r^2k\,d\theta/dr$. With $\theta(a)=\Delta T$ and $\theta(\infty)=0$,
\begin{equation}
\Delta T=\int_a^\infty\frac{Q\,dr}{4\pi kr^2}=\frac{Q}{4\pi ka},
\qquad R_F=\frac{1}{4\pi ka}.
\label{eq:rf}
\end{equation}

\subsection{Ballistic limit}

For $\Lambda\gg a$ an emitted phonon travels many radii before it scatters, and its chance of returning is negligible. At the surface $g=\Delta T$ for outward directions and $g=0$ for inward ones. With $\mu$ now measured from the outward normal and $d\Omega=2\pi\,d\mu$,
\begin{equation}
q=Cv\,\Delta T\int_0^1\mu\,\frac{2\pi\,d\mu}{4\pi}
=\frac{Cv\,\Delta T}{4}.
\label{eq:quarter}
\end{equation}
Multiplication by the area $4\pi a^2$ gives
\begin{equation}
Q=\pi a^2Cv\,\Delta T,\qquad R_B=\frac{1}{\pi a^2Cv}.
\label{eq:rb}
\end{equation}
Just outside the surface only half of the directions are filled, so there $\theta=\Delta T/2$. The temperature jumps at the surface even though no interface resistance was assumed. The $\Delta T$ in $R$ is that of the emitting sphere, not of the solid beside it.

\subsection{The sum}

From (\ref{eq:rf}), (\ref{eq:rb}) and (\ref{eq:k}),
\begin{equation}
\frac{R_B}{R_F}=\frac{4\pi ka}{\pi a^2Cv}=\frac{4k}{aCv}
=\frac{4}{aCv}\,\frac{Cv\Lambda}{3}=\frac43\,\mathrm{Kn},
\label{eq:ratio}
\end{equation}
and the series rule (\ref{eq:series}) becomes
\begin{equation}
\frac{R_{\rm int}}{R_F}=1+\frac43\,\mathrm{Kn}.
\label{eq:int}
\end{equation}
For $a=\Lambda$,
\begin{equation}
R_{\rm int}=\left(1+\frac43\right)R_F=\frac73\,R_F .
\end{equation}
This answers part (a). The resistance is raised by a factor of seven thirds; the increase itself is four thirds of $R_F$.

The rule (\ref{eq:series}) is a modelling choice, but its coefficients are not free. Suppose that $R/R_F=\alpha+\beta\,\mathrm{Kn}$. The limit $\mathrm{Kn}\to0$ requires $\alpha=1$. For $\mathrm{Kn}\to\infty$ the term $\beta\,\mathrm{Kn}$ dominates and must equal (\ref{eq:ratio}), so $\beta=4/3$. Equation (\ref{eq:int}) is thus the one straight line in $\mathrm{Kn}$ that has both leading limits. Nothing in this argument shows that the true dependence is a straight line.

\section{The gray problem without interpolation}

\subsection{Resistance from returning phonons}

Far from the sphere $\theta$ varies little over a free path, and Fourier's law holds there for any $\mathrm{Kn}$. Since $Q$ is the same through every shell, the tail has the form
\begin{equation}
\theta=\Delta T\,\frac{A}{r},\qquad Q=4\pi kA\,\Delta T,
\qquad \frac{R}{R_F}=\frac{4\pi ka}{4\pi kA}=\frac aA .
\label{eq:tail}
\end{equation}
The length $A$ is the radius of the sphere that would give the same heat flow under Fourier's law.

A second expression for $Q$ follows from counting phonons. The sphere emits the power $\pi a^2Cv\,\Delta T$ above equilibrium, by (\ref{eq:quarter}). If a fraction $P$ of the emitted phonons never returns, then $Q=\pi a^2Cv\,\Delta T\,P$, and therefore
\begin{equation}
R=\frac{R_B}{P},\qquad
P=\frac{4\pi kA}{\pi a^2Cv}=\frac{4\,\mathrm{Kn}}{3}\,\frac Aa .
\label{eq:escape}
\end{equation}
Since $P\le1$, the gray resistance cannot be less than $R_B$.

The fraction $P$ can be found by following random flights: emission with probability density $2\mu$, exponentially distributed path lengths of mean $\Lambda$, a new random direction at each scattering, and absorption on contact with the sphere. A flight that scatters more than $6\Lambda$ from the surface is stopped, and its later fate is taken from the tail. This is possible because $\theta(r)/\Delta T$ is itself a return probability. Traced backwards from $r$, a phonon came either from the sphere, carrying $\Delta T$, or from an earlier scattering, carrying the $\theta$ of that point. Repeating the step gives a random walk that contributes $\Delta T$ if it ends on the sphere and zero if it goes to infinity. With isotropic scattering the backward walk has the same statistics as the forward one. A phonon scattered at a distant $r$ therefore returns with probability $A/r$.

Let $p$ be the fraction absorbed before stopping, and $M$ the mean of $a/r$ at the stopping point over all emitted phonons, with zero entered for absorbed ones. Then
\begin{equation}
P=1-p-M\,\frac Aa .
\end{equation}
Setting this equal to (\ref{eq:escape}) and collecting the terms in $A/a$,
\begin{equation}
\frac Aa\left(\frac{4\,\mathrm{Kn}}{3}+M\right)=1-p,
\qquad
\frac{R}{R_F}=\frac{4\,\mathrm{Kn}/3+M}{1-p}.
\label{eq:mc}
\end{equation}
Apart from statistical error, the approximation lies in using the tail at a finite distance.

\subsection{Why the first correction is smaller than four thirds}

For small $\mathrm{Kn}$ the surface layer can be estimated by hand. Let $\theta_s$ be the value at $r=a$ of the Fourier profile in the solid. If the uniform-gradient form of $g$ is used up to the surface, then $-\Lambda G=3q/(Cv)$ by (\ref{eq:k}), and $g=\theta_s+3\mu q/(Cv)$. The outward one-way flux is
\begin{equation}
Cv\,\frac12\int_0^1\mu\left(\theta_s+\frac{3\mu q}{Cv}\right)d\mu
=\frac{Cv\,\theta_s}{4}+\frac q2 .
\end{equation}
It must equal the emitted flux $Cv\,\Delta T/4$, so
\begin{equation}
\Delta T-\theta_s=\frac{2q}{Cv}=\frac{2\Lambda q}{3k}.
\end{equation}
With $q=Q/(4\pi a^2)$ and $\theta_s=QR_F$,
\begin{equation}
\frac{R}{R_F}\approx1+\frac{2\Lambda}{3k}\,\frac{4\pi ka}{4\pi a^2}
=1+\frac23\,\mathrm{Kn}.
\label{eq:slip}
\end{equation}
The ballistic result (\ref{eq:quarter}) reads $\Delta T=4q/(Cv)$, a difference twice as large for the same flux. In both limits the net flux is the emitted flux minus the arriving one, so the emitted and arriving phonons differ in temperature by $4q/(Cv)$. In the ballistic limit the arriving phonons carry the temperature of the distant solid, and the whole difference counts as ballistic resistance. Half of it is the jump of $\theta$ at the surface; the other half is lost within a few radii, as the sphere fills a shrinking share of the directions seen from the solid. Near the diffusive limit the uniform-gradient form gives the arriving flux as $Cv\,\theta_s/4-q/2$, which corresponds to the temperature $\theta_s-2q/(Cv)$: these phonons come from cooler material deeper in the solid. In this estimate half of the difference is then already part of the Fourier profile, and only the other half is added to it. The series rule carries the larger difference into a regime where it does not apply. The coefficient $2/3$ is approximate, since $g$ does not keep its uniform-gradient form within a free path of the surface.

\section{Comparison}

\subsection{A worked case}

SI units suit a device of this size. The round model parameters are $C=1.5\times10^6\ \mathrm{J/(m^3\,K)}$, $v=4000\ \mathrm{m/s}$, $\Lambda=a=50\ \mathrm{nm}$ and $Q=0.10\ \mathrm{mW}$; they stand for no particular material. Then
\begin{align}
k&=\frac{(1.5\times10^6)(4000)(50\times10^{-9})}{3}
=100\ \mathrm{W/(m\,K)},\\
R_F&=\frac{1}{4\pi(100)(50\times10^{-9})}=15915\ \mathrm{K/W},\\
R_B&=\frac{1}{\pi(50\times10^{-9})^2(1.5\times10^6)(4000)}
=21221\ \mathrm{K/W},\\
R_{\rm int}&=15915+21221=37136\ \mathrm{K/W}.
\end{align}
The last value is $0.0371$ K per microwatt. Fourier's law alone predicts a temperature rise of $1.59$ K. The ballistic part adds $2.12$ K, for a total of $3.71$ K.

\subsection{Scaling, interpolation and gray transport}

Scaling gave a factor of about 2, and the interpolated model gives $7/3$. The difference comes from the factor $4/3$ in (\ref{eq:ratio}), which combines the $1/3$ of the conductivity with the geometrical factors of the two limits.

The random flights give these values of $R/R_F$, with one standard error:
\begin{center}
\begin{tabular}{ccc}
$\mathrm{Kn}$ & gray transport & interpolation\\
$0.1$ & $1.0748\pm0.0007$ & $1.1333$\\
$1$ & $2.041\pm0.001$ & $2.3333$\\
$50$ & $67.14\pm0.01$ & $67.67$
\end{tabular}
\end{center}

At $\mathrm{Kn}=1$ the gray resistance is about $32500$ K/W and the temperature rise is $3.25$ K. The interpolation is 14 percent too high relative to the gray solution. That the gray value lies close to the scaling estimate of 2 is an accident, because scaling does not fix numerical factors.

Equation (\ref{eq:escape}) gives the physical reading. At $\mathrm{Kn}=1$ the escaping fraction is $P=(4/3)/2.041\approx0.65$, so about 35 percent of the emitted phonons return to the sphere. The interpolated resistance corresponds to $P=(4/3)/(7/3)=4/7\approx0.57$. It overstates the return of heat.

At $\mathrm{Kn}=0.1$ the gray correction divided by $\mathrm{Kn}$ is $0.748$ with a standard error of $0.007$, that is, about three quarters. This is near the estimate $2/3$ in (\ref{eq:slip}) and near $0.7104$, the known constant for a plane black boundary with isotropic scattering, but far from $4/3$. The remaining difference from the plane value is probably due to the curvature of the surface. The total resistance is still only about 5 percent too high, because the correction is small. At $\mathrm{Kn}=50$ the excess is below 1 percent. Of the three cases, the sphere with $a=\Lambda$ is the one for which the interpolation is least accurate in relative terms.

A separate set of flights at $\mathrm{Kn}=1$ started isotropically at $r_0=5a$ and stopped beyond $10a$. If $p'$ and $M'$ are their absorbed fraction and mean $a/r$, the return probability satisfies $A/r_0=p'+M'A/a$, so
\begin{equation}
\frac{R}{R_F}=\frac aA=\frac{a/r_0-M'}{p'} .
\end{equation}
The factor $4/3$ does not enter. The result is $2.070\pm0.011$, which is 1.4 percent above the value from emitted phonons and between two and three standard errors away. The quoted error is estimated from a limited number of batches and is itself uncertain; chance gives a difference this large in only a few runs out of a hundred, so this second estimate supports the first to within a few percent and no better. The value from emitted phonons has a standard error about ten times smaller, so the gray factor is best quoted as 2.04. The gap to $7/3$ is clear in both estimates.

\subsection{Conditions}

For part (b), then, $7/3$ is an estimate of the gray ratio $R/R_F$ at $a=\Lambda$ that is about 14 percent too high, not its exact value. Both numbers also rest on the assumptions of the problem. The black surface is one of them: a region heated within the same crystal lets phonons pass through it, and the black sphere does not describe it quantitatively. A surface that reflects phonons emits fewer of them and adds resistance. A solid with a wide spread of free paths has no single $\mathrm{Kn}$: some phonons may be nearly ballistic while others diffuse. Neighbouring hot spots or a chip boundary change the tail (\ref{eq:tail}), and at distances of many radii and many free paths their effect falls only as the inverse of the distance. In all these cases the two limits must be worked out again, and even then nothing shown here guarantees that their sum is a good estimate. With a wide spread of free paths it can be well below the true resistance. The values used here are collected in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
heat capacity C = 1.50e+06 J/(m^3 K)
phonon speed v = 4000 m/s
free path = 50 nm
sphere radius a = 50 nm
Knudsen number = 1.000 (no unit)
heating power = 0.10 mW
angular mean of mu^2 = 0.333333 (no unit)
one-way flux factor = 0.250000 (no unit)
conductivity k = 100.00 W/(m K)
Fourier resistance R_F = 15915 K/W
ballistic resistance R_B = 21221 K/W
R_B/R_F = 1.33333 (no unit)
interpolated resistance = 37136 K/W
interpolated resistance = 0.03714 K/microwatt
R_int/R_F = 2.33333 (no unit)
temperature rise, Fourier = 1.592 K
temperature rise, ballistic part = 2.122 K
temperature rise, interpolated = 3.714 K
full gray solution by random flights, R/R_F (no unit):
  Kn = 0.1: gray 1.0748 +- 0.0007, interpolated 1.1333
  Kn = 1: gray 2.0409 +- 0.0011, interpolated 2.3333
  Kn = 50: gray 67.1428 +- 0.0095, interpolated 67.6667
Kn = 1 from far starts: 2.070 +- 0.011 (no unit)
near-diffusive slope, flights = 0.748 (no unit)
plane-boundary constant = 0.7104 (no unit)
gray resistance at Kn = 1: 32482 K/W
gray temperature rise at Kn = 1: 3.25 K
interpolation excess at Kn = 1: 14.3 percent
\end{verbatim}
